# Why a tethered donor's open fraction barely changes on dilution

**Question**

I am stuck on an exercise about donor-acceptor precursors. The molecule has a metal centre that can accept one donor, and it carries an ether group on a flexible arm. When the same ether and the same metal centre sit on separate molecules, their association constant is $K=10$ L/mol. The arm has an "effective molarity" $\mathrm{EM}=5$ mol/L. I have to show that about 2 percent of the molecules are open, meaning that the arm is not bound to its own metal, and that this does not depend on dilution.

I tried the usual equilibrium. For equal total concentrations $c$ of donor and acceptor, with a fraction $f$ of each left free, I wrote

$$
K=\frac{(1-f)c}{(fc)^2}.
$$

At $c=0.1$ mol/L this gives 62 percent free, and at 0.001 mol/L it gives 99 percent. That is neither 2 percent nor independent of dilution. Where does the effective molarity enter? And can the claim hold at any concentration, given that an open molecule could also bind to a neighbour?

**Answer**

Your equation is correct for two separate molecules, but closing the arm is a different reaction. Your second doubt is also justified: neighbours do matter at high concentration, so the claim needs a condition.

**Why the separate pair dissociates on dilution**

Multiply your equation by $f^2c$ and collect terms:

$$
Kc\,f^2+f-1=0,
\qquad
f=\frac{-1+\sqrt{1+4Kc}}{2Kc}.
$$

The other root is negative and has no meaning as a fraction. The concentration enters through the product $Kc$. For $Kc\ll1$, writing $f=1-Kcf^2$ and putting $f\approx1$ on the right gives $f\approx1-Kc$, so nearly everything is free. For $Kc\gg1$ the quadratic term balances the constant, and $f\approx1/\sqrt{Kc}$.

The reason is one of counting. Binding needs an encounter of two molecules, so its rate per unit volume goes as $c^2$. Dissociation needs one adduct, so its rate goes as $c$. Dilution slows binding more than dissociation.

**Closing the arm**

Let $m$ be the concentration of lone open molecules, bound to nothing, and $r$ the concentration of rings, in which the arm is bound to its own metal. The reaction is

$$
\text{open}\rightleftharpoons\text{ring}.
$$

One molecule stands on each side, so the equilibrium constant has no unit. I assume an ideal solution in a solvent that does not bind to the metal. Then

$$
\frac{r}{m}=K_\text{intra}.
$$

The effective molarity is defined as the ratio of the two constants:

$$
\mathrm{EM}=\frac{K_\text{intra}}{K}
\quad\Rightarrow\quad
K_\text{intra}=K\,\mathrm{EM}\equiv S .
$$

The units cancel as they should, and

$$
S=(10\ \text{L/mol})(5\ \text{mol/L})=50 .
$$

If molecules are either lone and open or closed into rings, the total concentration is

$$
c=m+r=m+Sm=m(1+S).
$$

Dividing $m$ by $c$ removes the concentration:

$$
\frac{m}{c}=\frac{1}{1+S}=\frac1{51}=1.96\ \text{percent}.
$$

This is the requested result, so far without binding between molecules. Opening and closing both have rates proportional to the first power of concentration, so dilution slows them equally. The 2 percent is also not a fixed set of molecules. Each molecule opens and closes repeatedly and spends on average one part in 51 of its time open.

**What the 5 mol/L means**

Suppose the metal had no arm, but free donor was held at concentration $d$ around it. Mass action would give a bound-to-free ratio $Kd$. This equals the ratio $S=K\,\mathrm{EM}$ of the tethered molecule when $d=\mathrm{EM}$. The arm therefore has the same effect as a surrounding donor solution of 5 mol/L, or one donor per 0.332 nm³. Adding solvent does not dilute this local supply, because the donor is attached.

The same comparison can be made in free energy. With a standard concentration $c^\circ=1$ mol/L, the separate pair at 298.15 K has

$$
\Delta G^\circ_\text{pair}=-RT\ln(Kc^\circ)=-5.71\ \text{kJ/mol},
$$

while ring closure has

$$
\Delta G^\circ_\text{ring}=-RT\ln S=-9.70\ \text{kJ/mol}.
$$

Since $S=(Kc^\circ)(\mathrm{EM}/c^\circ)$, the difference is $-RT\ln(\mathrm{EM}/c^\circ)$. Its size depends on the choice of $c^\circ$, but the ring-closure value does not.

**Including the neighbours**

An open molecule has a free acceptor at one end and a free donor at the other. Two of them can join head to tail, and the resulting chain again has one free end of each kind. Let $M_n$ be the concentration of chains of $n$ molecules, with $M_1=m$. I assume that $K$ is the same for every chain length. Adding one molecule to a given end of a chain then gives

$$
M_n=K\,M_{n-1}\,m .
$$

Applying this repeatedly from $M_1=m$ yields

$$
M_n=K^{n-1}m^n=m\,x^{n-1},\qquad x\equiv Km .
$$

A chain of length $n$ contains $n$ molecules, so the concentration of molecules in open structures, lone ones included, is

$$
\sum_{n\ge1}nM_n=m\sum_{n\ge1}n x^{n-1}.
$$

For $0\le x<1$ the sum follows by differentiating the geometric series:

$$
\sum_{n\ge0}x^n=\frac1{1-x}
\quad\Rightarrow\quad
\sum_{n\ge1}n x^{n-1}=\frac1{(1-x)^2}.
$$

Leaving out rings made from several molecules for now, the total concentration becomes

$$
c=Sm+\frac{m}{(1-x)^2}.
$$

Multiplying by $K$ turns this into an equation for $x$ alone:

$$
Kc=Sx+\frac{x}{(1-x)^2}.
$$

The right side rises steadily from zero to infinity as $x$ goes from 0 to 1, so each concentration has one solution.

The word "open" can now mean two things. The fraction of molecules that are lone and open is

$$
\alpha=\frac mc=\frac{1}{S+(1-x)^{-2}} .
$$

The fraction not closed on themselves, which also counts chain members, is

$$
\varphi=\frac{m(1-x)^{-2}}{c}
=\frac{(1-x)^{-2}}{S+(1-x)^{-2}} .
$$

On dilution $x\to0$, and both tend to $1/(1+S)$. The ratio of lone open molecules to rings remains $m/r=1/S=1/50$ at every concentration in this ideal model, because chain formation does not alter the equilibrium between those two species.

**How dilute is dilute enough?**

For small $x$, $(1-x)^{-2}\approx1+2x$. Put this into $\varphi$ and take out the factor $1/(1+S)$:

$$
\varphi\approx\frac{1+2x}{1+S+2x}
=\frac1{1+S}\,\frac{1+2x}{1+2x/(1+S)} .
$$

To first order, the denominator contributes $-2x/(1+S)$. The total correction is therefore

$$
2x-\frac{2x}{1+S}=\frac{2xS}{1+S}.
$$

It is already of first order, so the lowest-order value of $x$ is sufficient. The mass balance gives $Kc\approx(1+S)x$, or $x\approx Kc/(1+S)$. Hence

$$
\varphi\approx\frac1{1+S}\left[1+\frac{2KcS}{(1+S)^2}\right].
$$

For $S\gg1$, $S/(1+S)^2\approx1/S$, and the relative excess becomes $2Kc/S=2c/\mathrm{EM}$. The fraction not self-closed is thus nearly constant when

$$
c\ll\frac{\mathrm{EM}}2\qquad(S\gg1).
$$

The corresponding expansion of $\alpha$ has only the denominator correction:

$$
\alpha\approx\frac{1}{1+S}\left[1-\frac{2x}{1+S}\right]
\approx\frac1{1+S}\left[1-\frac{2Kc}{(1+S)^2}\right].
$$

This correction is smaller than that of $\varphi$ by a factor $S$ and has the opposite sign. Chains draw on both rings and lone open molecules in their fixed ratio of 50 to 1, so most of their members come at the expense of rings.

At the other extreme, $Kc\gg S$, the mass balance forces $x$ towards 1. Then $\varphi\to1$ and $\alpha\to0$: the model predicts long chains. Rings and open structures hold equal numbers of molecules when $(1-x)^{-2}=S$, or $x=1-1/\sqrt S$. The mass balance then reads $Kc=2Sx$, so

$$
c=2\,\mathrm{EM}\left(1-\frac1{\sqrt S}\right).
$$

For $S=50$ this lies between EM and $2\,\mathrm{EM}$. The value is 8.6 mol/L. An ideal solution is a poor assumption at such concentrations. Moreover, a neat liquid of molar mass 170 g/mol and density 1.2 g/mL holds only about 7 mol/L, so with these constants the crossover may lie beyond any attainable concentration.

**Numbers for a dilution series**

Solving the mass balance for $K=10$ L/mol and $\mathrm{EM}=5$ mol/L at fixed temperature gives, in percent:

| $c$ (mol/L) | $\alpha$ | $\varphi$ | separate pair, free |
|---|---|---|---|
| 0.001 | 1.961 | 1.962 | 99.02 |
| 0.01 | 1.961 | 1.968 | 91.61 |
| 0.1 | 1.959 | 2.038 | 61.80 |
| 1 | 1.940 | 2.987 | 27.02 |

The extra digits serve to show the small changes; the input constants do not justify them as predictions. Over this thousandfold range $\alpha$ stays close to 2 percent, while $\varphi$ reaches 3 percent at 1 mol/L.

At 0.1 mol/L, $x=0.0196$. The solution contains 1.96 mmol/L of lone open molecules, 97.96 mmol/L of rings and 0.08 mmol/L of molecules in chains, which add up to 100 mmol/L. The first-order formula gives

$$
\varphi\approx1.961\left[1+\frac{2(10)(0.1)(50)}{51^2}\right]\text{ percent}
=2.036\ \text{percent},
$$

against 2.038 percent from the full mass balance. Relative to the dilute limit, the excess is 3.95 percent, and the short estimate $2c/\mathrm{EM}$ gives 4.00 percent. The excess reaches 10 percent at 0.243 mol/L.

The equilibrium can also be reached by following the reactions in time. I started with rings only and let them open and close while chains of up to 16 molecules joined and broke. The final lone open fractions at the four concentrations were 1.961, 1.961, 1.959 and 1.940 percent, in agreement with the table.

**Rings made from two molecules**

A chain of two can close into a cyclic dimer. Let $\mathrm{EM}_2$ be the effective molarity for this step, so that the dimer concentration is

$$
C_2=K\,\mathrm{EM}_2\,M_2
=K\,\mathrm{EM}_2\,(Km^2)
=\mathrm{EM}_2\,x^2 .
$$

Each dimer holds two molecules, so $2\,\mathrm{EM}_2x^2$ is added to $c$. Since $1/\alpha=c/m=Kc/x$, the new term in $1/\alpha$ is $2K\,\mathrm{EM}_2\,x$:

$$
\frac1\alpha=S+\frac1{(1-x)^2}+2K\,\mathrm{EM}_2\,x .
$$

As a trial value, not a bound, take $\mathrm{EM}_2=\mathrm{EM}=5$ mol/L. At 0.1 mol/L, 3.57 percent of the molecules are then in cyclic dimers, and the lone open fraction falls from 1.96 to 1.89 percent. The arms in a cyclic dimer are bound, but not to their own metal, so by the definition in your exercise these molecules count as open. Lone open molecules and chain members together now make up 1.96 percent, so the fraction not self-closed is $1.96+3.57\approx5.5$ percent, instead of 2.04 percent without cyclic dimers.

The added term vanishes with $x$, so the dilute limit is unchanged, but it is reached only at lower concentration. With $x\approx Kc/(1+S)$, the share of molecules in cyclic dimers is $2\,\mathrm{EM}_2x^2/c\approx2\,\mathrm{EM}_2K^2c/(1+S)^2$. Divided by the dilute open fraction $1/(1+S)$, this is $2\,\mathrm{EM}_2K^2c/(1+S)$, or about $2K\,\mathrm{EM}_2\,c/\mathrm{EM}$ for $S\gg1$. It is small only when

$$
c\ll\frac{\mathrm{EM}}{2K\,\mathrm{EM}_2},
$$

which is 0.05 mol/L for the trial value.

**Dilution with a solvent that binds**

An ether solvent competes with the arm. Let its concentration be $s$ and its association constant with the metal $K_s$. For each lone open molecule with a bare metal there are $K_ss$ open molecules carrying a solvent molecule, and $S$ rings. Neglecting chains,

$$
\varphi_s=\frac{1+K_ss}{1+K_ss+S}.
$$

For a rough solvent concentration of 10 mol/L and $K_s=K$,

$$
\varphi_s=\frac{1+100}{1+100+50}=66.9\ \text{percent}.
$$

Two thirds of the arms are now unbound, although most of the metals concerned carry solvent instead. Diluting a hydrocarbon solution with ether raises $s$ and opens rings. The claim therefore requires a diluent that does not bind.

**Temperature and solvation**

The constants belong to one temperature. If the binding enthalpy $\Delta H$ does not vary with temperature, integrating the van 't Hoff equation $d\ln K/dT=\Delta H/(RT^2)$ gives

$$
K(T)=K(T_0)\exp\left[-\frac{\Delta H}{R}\left(\frac1T-\frac1{T_0}\right)\right].
$$

With a chosen rough value $\Delta H=-30$ kJ/mol, warming from 298.15 to 350 K lowers $K$ to 1.67 L/mol. If EM stays at 5 mol/L, then $S=8.32$ and the dilute open fraction is

$$
\frac1{1+8.32}=10.7\ \text{percent}.
$$

The open and closed forms may also be solvated differently. A change of solvent that raises the free energy of the ring by 1 kJ/mol relative to the open form multiplies $S$ by $e^{-(1\ \text{kJ/mol})/RT}$. At 298.15 K this raises the open fraction to 2.9 percent. It would make the fraction depend on dilution if the environment changed noticeably with concentration.

**Beside a real precursor**

A rough real counterpart is an alkylzinc compound with one weakly binding ether arm, dissolved in a hydrocarbon for liquid-injection deposition of zinc oxide. I take 0.1 mol/L as a plausible working concentration. The values of $K$ and EM are those of your exercise, not measurements on a particular compound, and EM depends on the length and strain of the arm. Amines on alkylaluminium centres bind much more strongly, so 2 percent should not be carried over to them. Zinc can also accept a second donor, which the model forbids. The free donor ends number one per chain, giving $\sum_nM_n=m/(1-x)$, or about 2.0 mmol/L here. If the second binding is no stronger than the first, at most about $K\times2.0$ mmol/L $=2$ percent as many rings carry an extra donor as do not. This is a small share of the rings, but it matters for the open fraction: each extra donor belongs to another molecule, whose arm is then not bound to its own metal. With equal constants this nearly doubles the fraction not self-closed, from 2 to almost 4 percent. Relative to the dilute open fraction the addition is about $K_2c$, where $K_2$ is the constant for the second binding. For such a metal the claim therefore also needs $c\ll1/K_2$, which is 0.1 mol/L when $K_2=K$. Of the effects sized here for solutions of 0.1 mol/L or less, an ether solvent moves the result most, to 67 percent, followed by warming to 350 K, to 11 percent. These figures describe the solution; the vapour after injection needs its own constants.

For your exercise, the answer is $1/(1+K\,\mathrm{EM})=1/51$, at fixed temperature, in a non-binding solvent, and with $c$ well below $\mathrm{EM}/2$. If cyclic dimers form, $c$ must also be well below $\mathrm{EM}/(2K\,\mathrm{EM}_2)$. Larger rings add terms $n\,\mathrm{EM}_n x^n$ to $c$ and set further limits. Cyclic trimers alone, with $\mathrm{EM}_3=5$ mol/L, raise the fraction not self-closed at 0.5 mol/L from 2.4 to 4.9 percent. The numerical output below lists the main values used here.

## Computed values

```
K = 10.0 L/mol, EM = 5.0 mol/L, T = 298.15 K
closure constant S = K*EM = 50.0
dilute open fraction = 1.961 percent
volume per donor at EM = 0.332 nm^3
free energy, separate pair (1 mol/L) = -5.71 kJ/mol
free energy, ring closure = -9.70 kJ/mol
Dilution series: c in mol/L, fractions in percent
c, x, lone open, not self-closed, untethered free
0.001, 0.000196, 1.961, 1.962, 99.02
0.010, 0.001961, 1.961, 1.968, 91.61
0.100, 0.019592, 1.959, 2.038, 61.80
1.000, 0.194026, 1.940, 2.987, 27.02
Lone open from rate equations, percent:
  c = 0.001 mol/L: 1.961
  c = 0.010 mol/L: 1.961
  c = 0.100 mol/L: 1.959
  c = 1.000 mol/L: 1.940
At c = 0.10 mol/L:
  lone open = 1.959 mmol/L
  closed rings = 97.962 mmol/L
  molecules in chains = 0.0791 mmol/L
  phi, first-order law = 2.036 percent
  relative excess of phi = 3.95 percent
  estimate 2c/EM = 4.00 percent
phi is 10 percent above its limit at c = 0.243 mol/L
Neglected effects:
  cyclic dimers, EM2 = 5.0 mol/L, c = 0.10 mol/L:
    lone open = 1.889 percent
    molecules in cyclic dimers = 3.57 percent
  second donor per ring, upper size = 2.00 percent
  ether solvent 10.0 mol/L, same K: not self-closed = 66.9 percent
  binding enthalpy = -30.0 kJ/mol
  at 350.0 K: K = 1.665 L/mol, S = 8.32
  at 350.0 K: dilute open = 10.72 percent
  solvation shift 1.0 kJ/mol: open = 2.91 percent
```
